\section*{Crossover from Fermi-level tunnelling to thermally assisted injection through a triangular barrier}

\section{A current that wakes up near room temperature}

A model metal contact injects electrons into a two-dimensional channel over a barrier of $0.30$~eV. Heating it from 77 to 150~K raises the injected current from $0.239$ to $0.343~\mu$A/$\mu$m, a factor of $1.4$. Heating it from 300 to 600~K, again roughly a doubling, raises the current from $1.53$ to $35.7~\mu$A/$\mu$m, a factor of $23$. At 300~K the slope of an Arrhenius plot is $0.095$~eV, less than a third of the barrier height. One temperature organizes these numbers:
\begin{equation}
kT^*=\frac{\hbar F}{2\sqrt{2m\varphi}} .
\label{eq:tstar}
\end{equation}
It is derived below in two ways, first by comparing slopes in energy and then by summing the current.

Energies $E$ are measured from the Fermi level of the metal. The band edge of the channel is
\begin{equation}
V(x)=\varphi-Fx,\qquad x>0,
\end{equation}
where $\varphi$ is the barrier height, $m$ the channel mass and $F>0$ the elementary charge times the field. The field is uniform, the band parabolic, the gap free of states, and $\varphi$ and $F$ do not change with temperature. The transmission is taken in the WKB approximation, $D=e^{-G}$, with $D=1$ above the barrier top. Two ratios are used throughout:
\begin{equation}
t=\frac{T}{T^*},\qquad \lambda=\frac{\varphi}{kT^*}.
\end{equation}

\section{First derivation: two slopes}

Take an electron with no transverse momentum. Under the barrier its wave function decays at the rate $\kappa=\sqrt{2m(V-E)}/\hbar$, and $G$ is twice the integral of $\kappa$ up to the turning point. With $u=\varphi-Fx-E$ and $dx=-du/F$,
\begin{equation}
G(E)=\frac{2}{F}\int_0^{\varphi-E}\frac{\sqrt{2mu}}{\hbar}\,du .
\label{eq:G}
\end{equation}
The energy enters only through the upper limit, so
\begin{equation}
-\frac{dG}{dE}=\frac{2}{F}\,\frac{\sqrt{2m(\varphi-E)}}{\hbar}.
\label{eq:slope}
\end{equation}
This is the gain in $\ln D$ per unit of energy: twice the decay constant at the interface, divided by $F$. A higher electron meets a barrier that is both lower and thinner.

The price of energy is set by the occupation. Well above the Fermi level $f\simeq e^{-E/kT}$, and $\ln f$ falls with slope $1/kT$. Injection at energy $E\ge0$ is therefore weighted by $e^{h(E)}$ with
\begin{equation}
h(E)=-G(E)-\frac{E}{kT},\qquad
h'(E)=\frac{2\sqrt{2m(\varphi-E)}}{\hbar F}-\frac1{kT}.
\end{equation}
Because $h'$ decreases with $E$, $h$ is concave and has a single maximum on $0\le E\le\varphi$. If $h'(0)<0$, the maximum is the endpoint $E=0$. If $h'(0)>0$, it lies above the Fermi level. The border is $h'(0)=0$, which is Eq.~(\ref{eq:tstar}).

In terms of $T^*$ the slope is $-G'(E)=\sqrt{1-E/\varphi}\,/kT^*$. For $T>T^*$ the condition $h'(E_m)=0$ reads $\sqrt{1-E_m/\varphi}=1/t$, so
\begin{equation}
E_m=\varphi\left(1-\frac{1}{t^2}\right).
\label{eq:em}
\end{equation}
The peak leaves the Fermi level continuously and approaches the barrier top as $T$ grows.

The Boltzmann form fails within a few $kT$ of the Fermi level. For the full Fermi function $d\ln f/dE=-(1-f)/kT$, which is $-1/2kT$ at $E=0$. The maximum of $Df$ thus passes $E=0$ already at $T^*/2$. Between $T^*/2$ and $T^*$, away from the border, it moves by amounts of order $kT$; above $T^*$ it moves by amounts of order $\varphi$. The two scales are distinct when $\lambda\gg1$, and in that sense $T^*$ is the crossover.

\section{Second derivation: the summed current}

The second route keeps the full Fermi function and all transverse momenta, and finds where the low-temperature form of the current breaks down. Let the metal supply one incident mode for each transverse wave number $k_y$, spin and valley, with $g$ spin and valley states, and let $k_y$ be conserved. The current per width is
\begin{equation}
J=eg\int\!\frac{dk_x\,dk_y}{(2\pi)^2}\,v_x f D .
\end{equation}
At fixed $k_y$, $v_x\,dk_x=dE/\hbar$. In the channel the energy $\hbar^2k_y^2/2m$ is tied up in transverse motion and does not help the electron through, so
\begin{equation}
J=\frac{eg}{4\pi^2\hbar}\int dE\,f(E)\int dk_y\,
D\!\left(E-\frac{\hbar^2k_y^2}{2m}\right).
\label{eq:J}
\end{equation}

Doing the integral in Eq.~(\ref{eq:G}) gives
\begin{equation}
G(E)=\frac{4\sqrt{2m}}{3\hbar F}(\varphi-E)^{3/2}
=G_0\left(1-\frac{E}{\varphi}\right)^{3/2},
\end{equation}
and its expansion about the Fermi level is
\begin{equation}
G=G_0-cE+\frac{3G_0}{8\varphi^2}E^2+\dots,\qquad
c=\frac{3G_0}{2\varphi}=\frac{2\sqrt{2m\varphi}}{\hbar F}.
\label{eq:expand}
\end{equation}
Keep the linear term. The transverse integral then separates:
\begin{equation}
\int dk_y\,e^{-c\hbar^2k_y^2/2m}=\sqrt{\frac{2\pi m}{c\hbar^2}} ,
\end{equation}
which does not depend on temperature. With $a=ckT$ and $z=E/kT$ the rest is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{cE}\,dE}{1+e^{E/kT}}=kT\,I,\qquad
I=\int_{-\infty}^{\infty}\frac{e^{az}}{1+e^{z}}\,dz .
\end{equation}
For large positive $z$ the integrand is $e^{-(1-a)z}$, so $I$ exists for $0<a<1$. To evaluate it, close the contour along the line $\operatorname{Im}z=2\pi$. There the integrand is multiplied by $e^{2\pi ia}$ and traversed backwards, and the short sides vanish. The enclosed pole at $z=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. Hence
\begin{equation}
I\left(1-e^{2\pi ia}\right)=-2\pi i\,e^{i\pi a}
\;\Rightarrow\;
I=\frac{-2\pi i}{e^{-i\pi a}-e^{i\pi a}}=\frac{\pi}{\sin\pi a}.
\end{equation}
At $T=0$ the energy integral is $\int_{-\infty}^0e^{cE}dE=1/c$. The ratio is
\begin{equation}
\frac{J(T)}{J(0)}=\frac{\pi ckT}{\sin(\pi ckT)} .
\label{eq:sine}
\end{equation}
At low temperature this is $1+(\pi ckT)^2/6$, a weak quadratic rise. It diverges at $ckT=1$, that is at
\begin{equation}
kT^*=\frac1c=\frac{\hbar F}{2\sqrt{2m\varphi}},
\end{equation}
the same temperature as before. The current itself stays finite. The divergence says that the thermal tail no longer confines injection to the neighbourhood of the Fermi level, where the linear expansion holds.

\section{At the crossover and above it}

\subsection{Rounding at \texorpdfstring{$T^*$}{T*}}

The quadratic term in Eq.~(\ref{eq:expand}) removes the divergence. Since $G_0=2\varphi c/3=2\lambda/3$, it equals $E^2/(4\varphi kT^*)$. At $T=T^*$ the integrand over energy, apart from $e^{-G_0}$, is
\begin{equation}
\frac{e^{E/kT^*}e^{-E^2/4\varphi kT^*}}{1+e^{E/kT^*}}
=e^{-E^2/4\varphi kT^*}\left[\frac12+\frac12\tanh\frac{E}{2kT^*}\right].
\end{equation}
The odd part integrates to zero and the even part gives $\frac12\sqrt{4\pi\varphi kT^*}$. Dividing by the zero-temperature value $kT^*$, and leaving the transverse factor unchanged at leading order in $1/\lambda$,
\begin{equation}
\frac{J(T^*)}{J(0)}\simeq\sqrt{\pi\lambda}.
\end{equation}
The Gaussian has rms width $\sqrt{2\varphi kT^*}$. Near $T^*$ the linear exponent left over above the Fermi level is $(1-1/t)E/kT^*$, and it matters when it reaches unity across that width:
\begin{equation}
\left|\frac1t-1\right|\simeq\frac{1}{\sqrt{2\lambda}} .
\end{equation}
This is the relative width of the crossover.

\subsection{Activated current above \texorpdfstring{$T^*$}{T*}}

Once $T$ exceeds $T^*$ by clearly more than the rounding width, the peak lies well above the Fermi level and the Boltzmann tail suffices. Use the normal energy $E_x=E-\hbar^2k_y^2/2m$ as variable. The transverse integral of $e^{-\hbar^2k_y^2/2mkT}$ is $\sqrt{2\pi mkT}/\hbar$, larger than its zero-temperature value $\sqrt{2\pi mkT^*}/\hbar$ by $\sqrt t$. At the peak $1-E_m/\varphi=1/t^2$, so
\begin{equation}
G(E_m)+\frac{E_m}{kT}=\frac{2\lambda}{3t^3}+\frac{\lambda}{t}\left(1-\frac1{t^2}\right)
=\lambda\left(\frac1t-\frac1{3t^3}\right).
\end{equation}
The curvature there is
\begin{equation}
G''(E_m)=\frac{1}{2\varphi kT^*\sqrt{1-E_m/\varphi}}=\frac{t}{2\varphi kT^*}\equiv\frac1{\sigma^2},
\end{equation}
and the Gaussian integral is $\sqrt{2\pi\sigma^2}=\sqrt{4\pi\varphi kT^*/t}$. Divided by $kT^*$ it is $\sqrt{4\pi\lambda/t}$. The factor $\sqrt t$ cancels, leaving
\begin{equation}
\frac{J(T)}{J(0)}\simeq2\sqrt{\pi\lambda}\,
\exp\left[\lambda\left(\frac23-\frac1t+\frac1{3t^3}\right)\right].
\label{eq:saddle}
\end{equation}
With $b=1/t$, the Arrhenius energy is
\begin{equation}
E_a=-\frac{d\ln J}{d(1/kT)}=kT^*\lambda\,\frac{d}{db}\left(b-\frac{b^3}{3}\right)=\varphi\left(1-\frac1{t^2}\right)=E_m .
\end{equation}
In this regime an Arrhenius plot measures the energy at which electrons cross, not the barrier height.

The Gaussian form requires the peak to lie well below the top. It fails when $\varphi-E_m=\sigma$, or $\varphi^2/t^4=2\varphi kT^*/t$. This gives $t^3=\lambda/2$ and
\begin{equation}
kT_2=\left[\frac{\varphi(kT^*)^2}{2}\right]^{1/3}=\left(\frac{\hbar^2F^2}{16m}\right)^{1/3},
\end{equation}
independent of $\varphi$.

\section{Reading the numbers}

The example has $\varphi=0.30$~eV, a field of 1~MV/cm ($F=0.1$~eV/nm), a mass of $0.5$ electron masses and $g=4$. The decay constant at the interface is $1.984$~nm$^{-1}$, so
\begin{equation}
kT^*=\frac{F}{2\kappa}=\frac{0.1}{2\times1.984}~\text{eV}=25.2~\text{meV},\qquad T^*=292~\text{K}.
\end{equation}
Hence $\lambda=11.9$ and $G_0=7.94$. The rounding width $T^*/\sqrt{2\lambda}$ is 60~K, a fifth of $T^*$, so this crossover is broad.

At 150~K, $t=0.513$ and Eq.~(\ref{eq:sine}) gives $1.613$. The full sum of Eq.~(\ref{eq:J}) gives $1.617$ relative to its value at $t=0.05$. At $T^*$ the full ratio is $6.6$, against $\sqrt{\pi\lambda}=6.1$.

At 300~K the peak formula gives $E_m=0.015$~eV, but the Arrhenius energy is $0.095$~eV. The rounding explains the gap. Since $\partial f/\partial(1/kT)=-Ef(1-f)$, $E_a$ is the average of $E(1-f)$ over the injected current. At $T^*$ this is nearly the mean of a half-Gaussian above the Fermi level,
\begin{equation}
E_a\simeq2\sqrt{\frac{\varphi kT^*}{\pi}}
=2\sqrt{\frac{0.30\times0.0252}{\pi}}~\text{eV}=0.098~\text{eV}.
\end{equation}
The full sum at $T^*$ gives $0.09$~eV. At 400~K the peak energy and the Arrhenius energy are closer, $0.140$ and $0.160$~eV. There Eq.~(\ref{eq:saddle}), with the linearized $J(0)=0.226~\mu$A/$\mu$m, gives $6.1~\mu$A/$\mu$m, 17\% above the full sum of $5.2$.

The upper temperature is $T_2=530$~K. Electrons above the barrier top carry 9\% of the current at 500~K and 16\% at 600~K, so for this sharp triangular top $T_2$ marks where the top begins to matter, not where thermionic emission takes over. Near the top the WKB transmission is itself crude, and these shares are rough. The high-temperature currents are affected too: with the exact transmission of the ramp, for a metal band 5~eV deep, the rise from 300 to 600~K is a factor of about 14 instead of 23.

\section{What each derivation assumes}

The slope comparison uses the Boltzmann tail and one transverse momentum, but keeps the full energy dependence of $G$. It therefore follows the peak above $T^*$, and says nothing about the size of the current. The summed current uses the full Fermi function and the two-dimensional mode count, but linearizes $G$. It gives the current well below $T^*$ and diverges at $T^*$. In the example its ratio $J(T)/J(0)$ is about 8\% too high at $0.7\,T^*$ and about 27\% too high at $0.8\,T^*$. Its $J(0)$ is itself about 7\% too high, so the current comes out about 15\% and 36\% too high. Both need $\lambda\gg1$ for a distinct crossover, and both rest on the same $c$, the WKB slope at the Fermi level.

That shared slope is the sensitive point. For a general barrier, differentiate $G=2\int\kappa\,dx$ at fixed $x$; the moving turning point adds nothing because $\kappa=0$ there:
\begin{equation}
c=\frac1{kT^*}=\frac{\sqrt{2m}}{\hbar}\int\frac{dx}{\sqrt{V(x)}}\quad\text{at }E=0 .
\end{equation}
Take a screened barrier, $V=-\Delta+(\varphi+\Delta)e^{-x/L}$, with the interface field held fixed, so $L=(\varphi+\Delta)/F$. Then $dx=-L\,dV/(V+\Delta)$, and with $V=s^2$
\begin{equation}
\int\frac{dx}{\sqrt V}=2L\int_0^{\sqrt\varphi}\frac{ds}{s^2+\Delta}
=\frac{2L}{\sqrt\Delta}\arctan\sqrt{\frac{\varphi}{\Delta}} .
\end{equation}
The uniform field gives $2\sqrt\varphi/F$. For $\Delta=0.15$~eV the ratio of the two is
\begin{equation}
\frac{\varphi+\Delta}{\sqrt{\varphi\Delta}}\arctan\sqrt{\frac{\varphi}{\Delta}}
=2.121\times0.955=2.03,
\end{equation}
and $T^*$ falls from 292 to 144~K.

Gap states act the other way. Two tunnelling steps in series, with exponents $G_1+G_2=G$, have an effective transmission $1/(e^{G_1}+e^{G_2})$. It is largest for $G_1=G_2$, where it equals $\frac12e^{-G/2}$. If such a well-placed state exists at every energy, the slope is halved and $T^*$ doubles, to 585~K. How much current takes this path depends on the density of states in the gap, which is not modelled.

The other corrections to $T^*$ are smaller. The exact transmission of the uniform ramp, for a metal band 5~eV deep, has a prefactor that moves $T^*$ to 305~K. Two-band dispersion with a gap $E_g=2$~eV multiplies $\kappa$ at the interface by $\sqrt{1-\varphi/E_g}$ and gives 317~K. The image force, with a relative permittivity of 10, gives 283~K. It also lowers the barrier top by $0.12$~eV and multiplies $e^{-G_0}$ by $5.4$, so the absolute currents above are much less reliable than $T^*$. The high-temperature picture changes as well. The rounded top keeps a finite WKB slope, so the peak reaches it near 415~K, well below $T_2$. Electrons above the lowered top carry 7\% of the current at 300~K, 33\% at 500~K and 43\% at 600~K, and the rise from 300 to 600~K is a factor of about 15.

The parameters are round values in the rough range of a metal contact to strongly gated $n$-type monolayer MoS$_2$. The assumed channel filling of $0.05$~eV means $2.2\times10^{13}$ electrons per cm$^2$ at 300~K, which is high for a gated channel. With $0.10$~eV dropped at the contact, return flow is 3\% of the injected current at 300~K and 15\% at 600~K. The total band drop of $0.45$~eV is far below the gap, so interband tunnelling along the ramp is closed. Of the corrections examined here, the screened field and the gap states change $T^*$ most: in these examples they move it down and up, respectively, by about a factor of two, the latter only for the part of the current that passes through the gap states. Interface states that pin the Fermi level also set $\varphi$, but $T^*$ varies only as $\varphi^{-1/2}$ at fixed field. Within the model, reading a barrier height from the slope of a plain Arrhenius plot of $\ln J$ at 300~K would give $0.095$~eV instead of $0.30$~eV. Plotting $\ln(J/T^{3/2})$, as is usual for thermionic emission into a two-dimensional channel, subtracts $\frac32kT$ and would give $0.056$~eV. These values depend on the barrier shape and on the transmission: the plain slope at 300~K is $0.16$~eV for the screened barrier with the same interface field and $0.079$~eV with the exact transmission of the ramp, in each case still well below $\varphi$. The numerical output lists the remaining temperatures.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Barrier height phi: 0.30 eV
Interface field: 1.0 MV/cm
Channel mass: 0.50 electron masses
Spin-valley degeneracy g: 4
Barrier width at Fermi level: 3.00 nm
Decay constant at interface: 1.984 1/nm
WKB exponent G(0): 7.937
WKB slope at Fermi level: 39.68 1/eV
k T*: 25.20 meV
Crossover temperature T*: 292.4 K
lam = phi/(k T*): 11.91
Rounding width T*/sqrt(2 lam): 60 K
Temperature T2 (peak meets top): 530 K
J near T=0 (t=0.05), full sum: 0.2124 uA/um
J at T=0, linearized G: 0.2264 uA/um
J(T*)/J(t=0.05), full sum: 6.58
sqrt(pi lam): 6.12
Columns: T (K), T/T*, J (uA/um), E_m (eV),
  Arrhenius energy (eV), over-barrier share (%)
    77  0.263    0.2394  0.0000  0.0017 8.17e-16
   150  0.513    0.3434  0.0000  0.0130 5.62e-06
   200  0.684    0.5103  0.0000  0.0315  0.00193
   300  1.026    1.5340  0.0150  0.0949     0.39
   400  1.368    5.1769  0.1397  0.1603     3.24
   500  1.710   15.0176  0.1974  0.2075     8.92
   600  2.052   35.7335  0.2287  0.2411     15.7
J(150 K)/J(t=0.05), full sum: 1.617
J(150 K)/J(0), sine law: 1.613
Neglected effects:
Metal band depth for exact solution: 5.0 eV
Exact transmission at Fermi level: 4.284e-04
WKB exp(-G(0)): 3.574e-04
T* from exact transmission slope: 304.9 K
Relative permittivity for image force: 10
Image-force lowering: 0.120 eV
T* with image force: 283.4 K
Image-force gain of exp(-G(0)): 5.35 times
Band gap: 2.0 eV
T* with two-band dispersion: 317.2 K
Contact bias: 0.10 eV
Channel Fermi level above band edge: 0.05 eV
Total band drop: 0.45 eV
Screening length: 4.50 nm
T* with screened barrier: 144.3 K
T* with best placed gap states: 584.8 K
Loss from finite ramp foot, 300 K: 0.04 %
Return flow, 300 K: 3.03 %
Channel density, 300 K: 2.23e+13 1/cm2
\end{verbatim}
